# Wigner's 2n+1 theorem with explicit even and odd energy formulas

## 1. Result

Let $H(\lambda)=H_0+\lambda V$ with $H_0$ and $V$ Hermitian and $\lambda$ real. Let $\psi_0$, with $\langle\psi_0|\psi_0\rangle=1$, belong to a nondegenerate discrete eigenvalue $E_0$ of $H_0$. Expand the eigenstate and energy that start from it as

$$\psi=\sum_{k\ge0}\lambda^k\psi_k,\qquad E=\sum_{k\ge0}\lambda^kE_k,\qquad S_{kl}=\langle\psi_k|\psi_l\rangle .$$

Wigner's theorem states that the functions $\psi_0,\dots,\psi_n$ determine the energies through $E_{2n+1}$. In intermediate normalization, $\langle\psi_0|\psi_k\rangle=0$ for $k\ge1$, the formulas are

$$E_{2n+1}=\langle\psi_n|V|\psi_n\rangle-\sum_{k=1}^{n}\sum_{l=1}^{n}E_{2n+1-k-l}\,S_{kl}\qquad(n\ge0),\tag{1}$$

$$E_{2n}=\langle\psi_n|V|\psi_{n-1}\rangle-\sum_{k=1}^{n}\sum_{l=1}^{n-1}E_{2n-k-l}\,S_{kl}\qquad(n\ge1).\tag{2}$$

A sum whose upper limit is zero is empty. Every energy on the right has a lower order than the one on the left, so the formulas are used in sequence.

The state need not be the ground state. The corrections are assumed to exist, with all matrix elements below finite. The series need not converge, because the proof compares coefficients of powers of $\lambda$.

## 2. The order equations

Insert the expansions into $(H_0+\lambda V-E)\psi=0$. For $k\ge1$, the coefficient of $\lambda^k$ gives

$$(H_0-E_0)\psi_k+V\psi_{k-1}=\sum_{j=1}^{k}E_j\psi_{k-j}.\tag{3}$$

Project on $\psi_0$ in intermediate normalization. The first term vanishes because $H_0$ is Hermitian, and on the right only $j=k$ survives. Hence

$$E_k=\langle\psi_0|V|\psi_{k-1}\rangle.\tag{4}$$

This ordinary formula needs $\psi_{2n}$ to give $E_{2n+1}$; formula (1) needs only $\psi_n$.

The part of (3) orthogonal to $\psi_0$ determines $\psi_k$, since $H_0-E_0$ can be inverted there when $E_0$ is nondegenerate and isolated. If $H_0$ is diagonal with eigenvalues $\varepsilon_i$, the component of $\psi_k$ on state $i\ne0$ is

$$(\psi_k)_i=-\frac{1}{\varepsilon_i-E_0}\Big[(V\psi_{k-1})_i-\sum_{j=1}^{k-1}E_j(\psi_{k-j})_i\Big].\tag{5}$$

The term $j=k$ is absent because $\psi_0$ has no component on $i$.

The coefficients $E_k$ are real. Indeed, $E=\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle$, where numerator and denominator are series in real $\lambda$ with real coefficients, and the denominator starts with 1.

## 3. The quadratic identity

Separate the known part of the state from the rest:

$$\psi=\Phi_n+\delta,\qquad \Phi_n=\sum_{k=0}^{n}\lambda^k\psi_k,\qquad \delta=\lambda^{n+1}\psi_{n+1}+\cdots .$$

With $\Phi_n=\psi-\delta$,

$$\begin{aligned}\langle\Phi_n|H-E|\Phi_n\rangle={}&\langle\psi|H-E|\psi\rangle-\langle\psi|H-E|\delta\rangle\\&-\langle\delta|H-E|\psi\rangle+\langle\delta|H-E|\delta\rangle .\end{aligned}$$

The first and third terms vanish because $(H-E)\psi=0$. The second vanishes for the same reason once $H-E$ is moved to the left, which is allowed because $H$ is Hermitian and $E$ is real. Therefore

$$\langle\Phi_n|H-E|\Phi_n\rangle=\langle\delta|H-E|\delta\rangle.\tag{6}$$

Each factor $\delta$ starts at $\lambda^{n+1}$, so the right side starts no earlier than $\lambda^{2n+2}$. Every coefficient on the left through $\lambda^{2n+1}$ must vanish. An error of order $n+1$ in the state thus enters this expression only quadratically.

Written out, the left side is

$$\sum_{k,l=0}^{n}\lambda^{k+l}\Big[\langle\psi_k|H_0|\psi_l\rangle+\lambda\langle\psi_k|V|\psi_l\rangle-\sum_{j\ge0}\lambda^jE_jS_{kl}\Big].\tag{7}$$

## 4. The odd energies

Take the coefficient of $\lambda^{2n+1}$ in (7). An $H_0$ term would need $k+l=2n+1$, which is impossible for $k,l\le n$. A $V$ term needs $k+l=2n$, hence $k=l=n$. The energy terms need $j=2n+1-k-l$. Setting the coefficient to zero gives

$$\langle\psi_n|V|\psi_n\rangle=\sum_{k,l=0}^{n}E_{2n+1-k-l}\,S_{kl}.$$

The pair $k=l=0$ contributes $E_{2n+1}$, because $S_{00}=1$. Moving the other pairs to the left gives

$$E_{2n+1}=\langle\psi_n|V|\psi_n\rangle-\sum_{\substack{k,l=0\\(k,l)\ne(0,0)}}^{n}E_{2n+1-k-l}\,S_{kl}.\tag{8}$$

Intermediate normalization has not been used. When it is imposed, all remaining pairs with $k=0$ or $l=0$ vanish, and (8) becomes (1).

## 5. The even energies

In the coefficient of $\lambda^{2n}$, with $n\ge1$, the $H_0$ term needs $k=l=n$. The $V$ terms need $k+l=2n-1$, which allows $(n,n-1)$ and $(n-1,n)$. Thus

$$\langle\psi_n|H_0|\psi_n\rangle+\langle\psi_n|V|\psi_{n-1}\rangle+\langle\psi_{n-1}|V|\psi_n\rangle=\sum_{k,l=0}^{n}E_{2n-k-l}S_{kl}.$$

On the right, $(0,0)$ gives $E_{2n}$ and $(n,n)$ gives $E_0S_{nn}$, which combines with the $H_0$ term. Let a prime on the sum exclude these two pairs. Then

$$E_{2n}=\langle\psi_n|H_0-E_0|\psi_n\rangle+2\,\mathrm{Re}\langle\psi_n|V|\psi_{n-1}\rangle-\sum_{k,l=0}^{n}{}^{'}E_{2n-k-l}S_{kl}.\tag{9}$$

This is the Hylleraas form. To remove $H_0$, project (3) for $k=n$ on $\psi_n$ and write $l=n-j$:

$$\langle\psi_n|H_0-E_0|\psi_n\rangle=-\langle\psi_n|V|\psi_{n-1}\rangle+\sum_{l=0}^{n-1}E_{n-l}S_{nl}.$$

Insert this in (9). One of the two $V$ terms cancels. The new overlap sum cancels the terms of the primed sum with $k=n$, because there $E_{2n-k-l}=E_{n-l}$. What remains is

$$E_{2n}=\langle\psi_{n-1}|V|\psi_n\rangle-\sum_{\substack{0\le k\le n-1,\;0\le l\le n\\(k,l)\ne(0,0)}}E_{2n-k-l}S_{kl}.$$

Take the complex conjugate, use $S_{kl}^*=S_{lk}$, and exchange the names $k$ and $l$:

$$E_{2n}=\langle\psi_n|V|\psi_{n-1}\rangle-\sum_{\substack{0\le k\le n,\;0\le l\le n-1\\(k,l)\ne(0,0)}}E_{2n-k-l}S_{kl}.\tag{10}$$

Intermediate normalization reduces this to (2).

The theorem follows by induction on the order of the energy. $E_0$ is given, and (8) with $n=0$ gives $E_1=\langle\psi_0|V|\psi_0\rangle$. Each later energy through $E_{2n+1}$ follows from functions no higher than $\psi_n$ and from energies already found.

## 6. Low orders and the role of the overlaps

In intermediate normalization, (1) and (2) give

$$\begin{aligned}
E_2&=\langle\psi_1|V|\psi_0\rangle,\\
E_3&=\langle\psi_1|V|\psi_1\rangle-E_1S_{11},\\
E_4&=\langle\psi_2|V|\psi_1\rangle-E_2S_{11}-E_1S_{21},\\
E_5&=\langle\psi_2|V|\psi_2\rangle-E_3S_{11}-E_2(S_{12}+S_{21})-E_1S_{22}.
\end{aligned}$$

In a Møller–Plesset partition, for example, the first-order wavefunction suffices for the second- and third-order energies.

A constant shift shows why overlaps are needed. Replace $V$ by $V+c$. Then $H$ changes by the number $\lambda c$, so the $\psi_k$ stay the same and only $E_1$ changes, to $E_1+c$. For $n\ge1$, the matrix element in (1) changes by $cS_{nn}$, and the term $-E_1S_{nn}$ compensates it. For $n\ge2$, the change $cS_{n,n-1}$ in (2) is compensated by $-E_1S_{n,n-1}$. Without these terms, a mere change in the zero of energy would alter the higher-order corrections.

## 7. Unit normalization

Multiplying $\psi$ by a series in $\lambda$ that starts with 1 changes its normalization or phase but not $E$. Equations (8) and (10) remain valid. If $\langle\psi|\psi\rangle=1$ for all real $\lambda$ near zero, then

$$\sum_{k+l=p}S_{kl}=0\qquad(p\ge1).\tag{11}$$

All pairs with the same $p=k+l$ multiply the same energy. In (8), every pair with a given $p\le n$ is present, so these groups vanish. In (10), the groups are complete for $p\le n-1$. The surviving terms are

$$E_{2n+1}=\langle\psi_n|V|\psi_n\rangle-\sum_{\substack{0\le k,l\le n\\k+l\ge n+1}}E_{2n+1-k-l}S_{kl},$$

$$E_{2n}=\langle\psi_n|V|\psi_{n-1}\rangle-\sum_{\substack{0\le k\le n,\;0\le l\le n-1\\k+l\ge n}}E_{2n-k-l}S_{kl}.$$

Only $E_1,\dots,E_n$ now occur on the right. The term $E_3S_{11}$ is absent from $E_5$, for instance, but $E_4$ acquires $-E_2S_{20}$. The functions $\psi_k$ here are those of unit normalization, so individual terms cannot be exchanged between the two conventions.

## 8. What the Rayleigh quotient adds

Divide (6) by $\langle\Phi_n|\Phi_n\rangle$:

$$\frac{\langle\Phi_n|H|\Phi_n\rangle}{\langle\Phi_n|\Phi_n\rangle}-E=\frac{\langle\delta|H-E|\delta\rangle}{\langle\Phi_n|\Phi_n\rangle}
=\lambda^{2n+2}\langle\psi_{n+1}|H_0-E_0|\psi_{n+1}\rangle+O(\lambda^{2n+3}).\tag{12}$$

The leading term follows because $H-E=H_0-E_0+O(\lambda)$ and the denominator is $1+O(\lambda)$. The quotient therefore agrees with the energy series through order $2n+1$. For $n=0$ it is exactly $E_0+\lambda E_1$. For $n\ge1$ it in general also contains higher powers, and by (12) its coefficient of $\lambda^{2n+2}$ differs from $E_{2n+2}$ by $\langle\psi_{n+1}|H_0-E_0|\psi_{n+1}\rangle$.

If $E$ is the lowest eigenvalue of $H$, the variational principle makes the quotient an upper bound. The truncated sum $E_0+\lambda E_1+\cdots+\lambda^{2n+1}E_{2n+1}$ carries no such guarantee for $n\ge1$; for $n=0$ it coincides with the quotient and is therefore a bound.

## 9. When $\psi_n$ is slightly wrong

Forms (2) and (9) agree for the exact $\psi_n$ but respond differently to an error. Use intermediate normalization and replace $\psi_n$ by $\psi_n+\eta$, with $\langle\psi_0|\eta\rangle=0$. Keep the lower functions and energies exact. The change in (9) is

$$\langle\eta|H_0-E_0|\eta\rangle+2\,\mathrm{Re}\Big[\langle\eta|H_0-E_0|\psi_n\rangle+\langle\eta|V|\psi_{n-1}\rangle-\sum_{l=1}^{n-1}E_{n-l}\langle\eta|\psi_l\rangle\Big].$$

The bracket is (3) for $k=n$ projected on $\eta$, with the term $E_n\langle\eta|\psi_0\rangle=0$ omitted. It vanishes, so

$$\Delta E_{2n}^{\rm Hyl}=\langle\eta|H_0-E_0|\eta\rangle.$$

In (2), $\psi_n$ occurs only in the bra. Its change is

$$\Delta E_{2n}^{\rm short}=\langle\eta|V|\psi_{n-1}\rangle-\sum_{l=1}^{n-1}E_{n-l}\langle\eta|\psi_l\rangle=-\langle\eta|H_0-E_0|\psi_n\rangle,$$

again by (3). For a general $\eta$ the short form has a first-order error, while the Hylleraas form always has a second-order error. This favours (9) when $\psi_n$ is only approximately converged and nothing more is known about $\eta$. The advantage disappears when the residual $(H_0-E_0)\eta$ is orthogonal to the approximate function, as when (3) is solved by projection onto a subspace containing it. Then $\langle\eta|H_0-E_0|\psi_n+\eta\rangle=0$ gives $-\langle\eta|H_0-E_0|\psi_n\rangle=\langle\eta|H_0-E_0|\eta\rangle$, and the two errors coincide.

## 10. A three-configuration example

Take a reference configuration 0 and two excited configurations, with round model parameters in hartree:

$$H_0=\begin{pmatrix}-1&0&0\\0&0&0\\0&0&1\end{pmatrix},\qquad
V=\begin{pmatrix}0.1&0.2&0.1\\0.2&-0.1&0.1\\0.1&0.1&0.2\end{pmatrix}.$$

The gaps from the reference are 1 and 2 hartree, and $E_1=V_{00}=0.1$ hartree. Energies in the following arithmetic are in hartree. From (5),

$$\psi_1=(0,\,-0.2/1,\,-0.1/2)=(0,\,-0.2,\,-0.05).$$

Next, $V\psi_1=(-0.045,\,0.015,\,-0.030)$. Its first component is $E_2=-0.045$. The other two give

$$\begin{aligned}(\psi_2)_1&=-[0.015-0.1(-0.2)]/1=-0.035,\\(\psi_2)_2&=-[-0.030-0.1(-0.05)]/2=0.0125.\end{aligned}$$

The overlaps are

$$\begin{aligned}
S_{11}&=0.2^2+0.05^2=0.0425,\\
S_{12}&=(-0.2)(-0.035)+(-0.05)(0.0125)=0.006375,\\
S_{22}&=0.035^2+0.0125^2=0.00138125.
\end{aligned}$$

The matrix elements of $V$ are

$$\begin{aligned}
\langle\psi_1|V|\psi_1\rangle&=(-0.2)(0.015)+(-0.05)(-0.030)=-0.0015,\\
\langle\psi_2|V|\psi_1\rangle&=(-0.035)(0.015)+(0.0125)(-0.030)=-0.0009.
\end{aligned}$$

Since $V\psi_2=(-0.00575,\,0.00475,\,-0.00100)$,

$$\langle\psi_2|V|\psi_2\rangle=(-0.035)(0.00475)+(0.0125)(-0.00100)=-0.00017875.$$

The energies follow, with the terms in the order of section 6:

$$\begin{aligned}
E_3&=-0.0015-0.00425=-0.00575,\\
E_4&=-0.0009+0.0019125-0.0006375=0.000375,\\
E_5&=-0.00017875+0.000244375+0.00057375-0.000138125\\
&=0.00050125.
\end{aligned}$$

In both $E_4$ and $E_5$, the matrix element of $V$ alone has the wrong sign. The ordinary route to $E_5$ requires two more functions. Continuing (5) gives $\psi_4=(0,\,0.00265,\,-0.0002875)$, and (4) then yields

$$E_5=0.2(0.00265)+0.1(-0.0002875)=0.00050125,$$

the same value from a function two orders higher.

At $\lambda=1$, numerical diagonalization of the $3\times3$ matrix gives the lowest eigenvalue $-0.949804$ hartree. The approximations from $\Phi_n$ are, in hartree:

| $n$ | Sum through $E_{2n+1}$ | Rayleigh quotient |
|---|---:|---:|
| 0 | −0.900000 | −0.900000 |
| 1 | −0.950750 | −0.948681 |
| 2 | −0.949874 | −0.949785 |

The sums for $n=1$ and $n=2$ lie below the exact eigenvalue, while all three quotients lie above it. For $n=1$ the sum is closer to the exact value; for $n=2$ the quotient is closer. The fifth-order sum is $-25.8474$ eV, against $-25.8455$ eV from diagonalization. The terms do not fall steadily in size, since $|E_5|>|E_4|$.

Finally, add $0.001$ to component 1 of $\psi_2$, where the gap is 1 hartree. The error of the short form of $E_4$ is $-(0.001)(1)(-0.035)=3.5\times10^{-5}$ hartree, about 9% of $E_4$. The error of the Hylleraas form is $(0.001)^2(1)=10^{-6}$ hartree, about 0.3% of $E_4$.

## 11. Where the assumptions enter

If $E_0$ is degenerate, (5) can contain a zero denominator, and the correct zeroth-order state must first be found within the degenerate space. The denominator stays zero even then: the components of $\psi_k$ on the degenerate partners are in general nonzero and are fixed by projecting (3) at higher order on those partners (at order $k+1$ when the degeneracy is lifted in first order). Once the complete $\psi_k$ are known, (1) and (2) hold unchanged, because sections 3 to 5 do not use nondegeneracy. If $H$ is not Hermitian, the second term in the expansion leading to (6) need not vanish, and left eigenvectors are needed as well. If $H$ contains $\lambda^2$ or higher powers, the same quadratic identity holds for Hermitian $H$, but its coefficients contain further matrix elements, so (1) and (2) must be extended.

The formulas also presuppose that the lower-order functions satisfy (3). They give coefficients of the energy series; whether the sum of that series is useful at a given $\lambda$ is a separate question of convergence.

Numbers in the example were calculated in double precision.
